# Kagome antiferromagnet with out-of-plane Dzyaloshinskii–Moriya exchange: chirality and flat mode: test program

```python
# Classical kagome antiferromagnet with an out-of-plane DM vector.
# H = sum over bonds i->j of J S_i.S_j + D z.(S_i x S_j), bonds directed
# counterclockwise round every triangle (sublattices 0->1->2->0), |S_i| = S.
# Result under test: the ground state is the q=0 120-degree state of chirality
# -sign(D), and its flat spin-wave branch has the energy
#   hbar*omega0 = S sqrt(6 sqrt3 |D| (J + sqrt3 |D|)),
# which grows as sqrt(|D|) for small |D|/J.
# Dynamics: hbar dS_i/dt = (dH/dS_i) x S_i.
import numpy as np
from scipy.optimize import minimize
from scipy.constants import h as planck, e as charge

R3 = np.sqrt(3.0)


def site(n1, n2, sub, L):
    return 3 * ((n1 % L) * L + n2 % L) + sub


def triangles(L):
    """Up and down triangles, corners listed counterclockwise."""
    out = []
    for n1 in range(L):
        for n2 in range(L):
            out.append([site(n1, n2, s, L) for s in range(3)])
            out.append([site(n1, n2, 0, L), site(n1 - 1, n2, 1, L),
                        site(n1, n2 - 1, 2, L)])
    return np.array(out)


def dot_and_cross(spins, tri):
    """Sums of S_i.S_j and z.(S_i x S_j) over each triangle."""
    dots, crosses = 0.0, 0.0
    for a, b in ((0, 1), (1, 2), (2, 0)):
        si, sj = spins[tri[:, a]], spins[tri[:, b]]
        dots = dots + np.sum(si * sj, axis=1)
        crosses = crosses + np.cross(si, sj)[:, 2]
    return dots, crosses


def energy(spins, tri, J, D):
    dots, crosses = dot_and_cross(spins, tri)
    return np.sum(J * dots + D * crosses)


def coupling(L, J, D):
    """Symmetric matrix K with H = S.K.S/2 and dH/dS = K.S."""
    n = 3 * L * L
    K = np.zeros((n, 3, n, 3))
    block = J * np.eye(3) + D * np.array([[0, 1, 0], [-1, 0, 0], [0, 0, 0]])
    for t in triangles(L):
        for a, b in ((0, 1), (1, 2), (2, 0)):
            K[t[a], :, t[b], :] += block
            K[t[b], :, t[a], :] += block.T
    return K.reshape(3 * n, 3 * n)


def q0_angles(L, chirality):
    return np.tile(chirality * 2 * np.pi / 3 * np.arange(3), L * L)


def make_spins(phi, z, S):
    r = np.sqrt(1 - z**2)
    return S * np.column_stack([r * np.cos(phi), r * np.sin(phi), z])


def linear_dynamics(L, J, D, S, chirality):
    """Jacobian of the full equation of motion on (in-plane, z) deviations."""
    K = coupling(L, J, D)
    phi = q0_angles(L, chirality)
    n = len(phi)
    base = make_spins(phi, np.zeros(n), S).ravel()

    def rate(x):
        return np.cross((K @ x).reshape(n, 3), x.reshape(n, 3)).ravel()

    assert np.max(np.abs(rate(base))) < 1e-10 * J * S**2
    basis = np.zeros((3 * n, 2 * n))
    for i in range(n):
        basis[3 * i, i] = -np.sin(phi[i])
        basis[3 * i + 1, i] = np.cos(phi[i])
        basis[3 * i + 2, n + i] = 1.0
    step = 0.1 * S  # the rate is quadratic, so central differences are exact
    cols = [(rate(base + step * b) - rate(base - step * b)) / (2 * step)
            for b in basis.T]
    return basis.T @ np.array(cols).T


def formula_squares(L, J, D, S, chirality):
    """Derived (hbar omega)^2 of all branches on the L x L wavevector mesh."""
    a = (J - chirality * R3 * D) / 2
    q = 2 * np.pi * np.arange(L) / L
    f = np.abs(1 + np.exp(1j * q)[:, None] + np.exp(1j * q)[None, :]).ravel()
    mu = np.concatenate([-2 * np.ones(L * L), 1 + f, 1 - f])
    return np.sort(S**2 * a * (4 - mu) * (4 * a + J * mu))


def flat_formula(J, D, S):
    return S * np.sqrt(6 * R3 * abs(D) * (J + R3 * abs(D)))


def hexagon(L):
    """Alternating signs on the six sites of one hexagon."""
    v = np.zeros(3 * L * L)
    ring = [(1, 0, 2), (0, 1, 1), (0, 1, 0), (0, 0, 2), (0, 0, 1), (1, 0, 0)]
    for m, (n1, n2, sub) in enumerate(ring):
        v[site(n1, n2, sub, L)] = (-1) ** m
    return v


def hexagon_energy(L, J, D, S, chirality):
    """Mode energy of the hexagon pattern, and its eigenvector residual."""
    A = linear_dynamics(L, J, D, S, chirality)
    v = np.concatenate([np.zeros(3 * L * L), hexagon(L)])
    w = -A @ (A @ v)
    square = v @ w / (v @ v)
    return np.sqrt(square), np.max(np.abs(w - square * v))


# --- ground state by random-start minimisation, units J = S = 1 ---
rng = np.random.default_rng(7)
Lg = 3
tri_g = triangles(Lg)
n_g = 3 * Lg * Lg
print("Minimisation on", n_g, "spins, J = S = 1, energy per triangle in J S^2:")
for D in (0.2, -0.2):
    K = coupling(Lg, 1.0, D)
    trial = rng.normal(size=(n_g, 3))
    assert abs(trial.ravel() @ K @ trial.ravel() / 2
               - energy(trial, tri_g, 1.0, D)) < 1e-9

    def cost(x):
        v = x.reshape(n_g, 3)
        length = np.linalg.norm(v, axis=1, keepdims=True)
        s = v / length
        g = (K @ s.ravel()).reshape(n_g, 3)
        value = np.sum(s * g) / 2
        g = (g - s * np.sum(s * g, axis=1, keepdims=True)) / length
        return value, g.ravel()

    runs = [minimize(cost, rng.normal(size=3 * n_g), jac=True,
                     method="L-BFGS-B",
                     options={"maxiter": 3000, "ftol": 1e-15, "gtol": 1e-9})
            for _ in range(30)]
    values = np.array([r.fun for r in runs]) / len(tri_g)
    bound = -1.5 * (1 + R3 * abs(D))
    assert np.all(values > bound - 1e-9)
    assert abs(values.min() - bound) < 1e-7
    best = runs[int(np.argmin(values))].x.reshape(n_g, 3)
    best = best / np.linalg.norm(best, axis=1, keepdims=True)
    kappa = dot_and_cross(best, tri_g)[1] * 2 / (3 * R3)
    assert np.max(np.abs(kappa + np.sign(D))) < 1e-3
    cells = best.reshape(Lg * Lg, 3, 3)
    assert np.max(np.abs(cells - cells[0])) < 1e-2
    assert np.max(np.abs(best[:, 2])) < 1e-2
    print(f"  D/J = {D:+.1f}: lowest {values.min():.6f}, bound {bound:.6f}, "
          f"chirality {kappa.mean():+.4f}")

# --- worked example ---
S, J, D = 2.5, 2.0, 0.06
L = 6
tri = triangles(L)
flat = np.zeros(3 * L * L)
sel = int(-np.sign(D))
print(f"Example: S = {S}, J = {J} meV, D = {D} meV, D/J = {D / J:.3f}")
n1, n2, sub = np.meshgrid(range(L), range(L), range(3), indexing="ij")
root3_phi = (2 * np.pi / 3 * (sub + 2 * n1 + n2)).ravel()
states = {"selected q=0": q0_angles(L, sel), "opposite q=0": q0_angles(L, -sel),
          "root3 x root3": root3_phi}
expected = [-1.5 * S**2 * (J + R3 * D), -1.5 * S**2 * (J - R3 * D),
            -1.5 * S**2 * J]
for (name, phi), target in zip(states.items(), expected):
    per_tri = energy(make_spins(phi, flat, S), tri, J, D) / len(tri)
    assert abs(per_tri - target) < 1e-9
    print(f"  energy per triangle, {name}: {per_tri:.4f} meV")
print(f"  cost of opposite chirality per triangle: "
      f"{expected[1] - expected[0]:.4f} meV")
root3_kappa = dot_and_cross(make_spins(root3_phi, flat, S), tri)[1]
root3_kappa = root3_kappa * 2 / (3 * R3 * S**2)
assert np.allclose(root3_kappa[0::2], 1) and np.allclose(root3_kappa[1::2], -1)

# all spin-wave branches against the numerical Jacobian
for D_test, chi in ((D, sel), (-D, -sel), (D, -sel), (0.0, 1), (0.6, -1)):
    eig = np.linalg.eigvals(linear_dynamics(L, J, D_test, S, chi))
    numeric = -eig**2
    assert np.max(np.abs(numeric.imag)) < 1e-6
    numeric = np.sort(numeric.real)
    derived = np.repeat(formula_squares(L, J, D_test, S, chi), 2)
    assert np.max(np.abs(numeric - derived)) < 1e-6
    if (D_test, chi) == (D, sel):
        good = numeric
    if (D_test, chi) == (D, -sel):
        bad = numeric
    if D_test == 0.0:
        zero_modes = int(np.sum(np.abs(numeric) < 1e-6)) // 2

omega0, residual = hexagon_energy(L, J, D, S, sel)
assert residual < 1e-9 and abs(omega0 - flat_formula(J, D, S)) < 1e-9
count = int(np.sum(np.abs(good - omega0**2) < 1e-6)) // 2
goldstone = int(np.sum(np.abs(good) < 1e-6)) // 2
assert count == L * L + 1 and goldstone == 1 and good.min() > -1e-6
assert zero_modes == L * L + 2
print(f"  modes in all on {L}x{L} cells: {3 * L * L}")
print(f"  zero modes at D = 0: {zero_modes}; at D = {D} meV: {goldstone}")
print(f"  modes at the flat energy: {count}")

# stiffness of the hexagon pattern from the full nonlinear energy
v, eps = hexagon(L), 1e-3
phi = q0_angles(L, sel)
E0 = energy(make_spins(phi, flat, S), tri, J, D)
tilt = sum(energy(make_spins(phi, s * eps * v, S), tri, J, D) - E0
           for s in (1, -1)) / (eps**2 * (v @ v))
turn = sum(energy(make_spins(phi + s * eps * v, flat, S), tri, J, D) - E0
           for s in (1, -1)) / (eps**2 * (v @ v))
assert abs(tilt / (2 * R3 * D * S**2) - 1) < 1e-3
assert abs(turn / (3 * (J + R3 * D) * S**2) - 1) < 1e-3
assert abs(np.sqrt(tilt * turn) / S / omega0 - 1) < 1e-3
print(f"  tilt stiffness (out of plane): {tilt:.4f} meV")
print(f"  rotation stiffness (in plane): {turn:.3f} meV")
leading = S * np.sqrt(6 * R3 * J * D)
print(f"  flat-mode energy hbar*omega0: {omega0:.4f} meV")
print(f"  leading square-root law alone: {leading:.4f} meV")
print(f"  flat-mode frequency omega0/(2 pi): "
      f"{omega0 * 1e-3 * charge / planck / 1e12:.4f} THz")
a = (J + R3 * D) / 2
corner = S * np.sqrt(3 * a * (4 * a + J))
assert np.sum(np.abs(good - corner**2) < 1e-6) >= 8
print(f"  a = (J + sqrt3 D)/2: {a:.5f} meV")
print(f"  dispersive branches at the zone corner: {corner:.4f} meV")
growth = np.sqrt(-bad.min())
assert abs(growth - S * np.sqrt(6 * R3 * D * (J - R3 * D))) < 1e-6
print(f"  opposite chirality, hbar * largest growth rate: {growth:.4f} meV")

# --- scaling with D from the numerical dynamics, units J = S = 1 ---
ratios = np.array([1e-5, 1e-4, 1e-3, 1e-2, 1e-1])
modes = np.array([hexagon_energy(3, 1.0, d, 1.0, -1)[0] for d in ratios])
slopes = np.diff(np.log(modes)) / np.diff(np.log(ratios))
assert abs(slopes[0] - 0.5) < 1e-3
assert np.allclose(modes, flat_formula(1.0, ratios, 1.0), rtol=1e-7)
print("Scan: D/J, hbar*omega0/(S J), local exponent from the row above")
for i, (d, w) in enumerate(zip(ratios, modes)):
    tail = "-" if i == 0 else f"{slopes[i - 1]:.4f}"
    print(f"  {d:.0e}  {w:.6f}  {tail}")

print("all assertions hold")
```

It prints:

```
Minimisation on 27 spins, J = S = 1, energy per triangle in J S^2:
  D/J = +0.2: lowest -2.019615, bound -2.019615, chirality -1.0000
  D/J = -0.2: lowest -2.019615, bound -2.019615, chirality +1.0000
Example: S = 2.5, J = 2.0 meV, D = 0.06 meV, D/J = 0.030
  energy per triangle, selected q=0: -19.7243 meV
  energy per triangle, opposite q=0: -17.7757 meV
  energy per triangle, root3 x root3: -18.7500 meV
  cost of opposite chirality per triangle: 1.9486 meV
  modes in all on 6x6 cells: 108
  zero modes at D = 0: 38; at D = 0.06 meV: 1
  modes at the flat energy: 37
  tilt stiffness (out of plane): 1.2990 meV
  rotation stiffness (in plane): 39.449 meV
  flat-mode energy hbar*omega0: 2.8634 meV
  leading square-root law alone: 2.7918 meV
  flat-mode frequency omega0/(2 pi): 0.6924 THz
  a = (J + sqrt3 D)/2: 1.05196 meV
  dispersive branches at the zone corner: 11.0655 meV
  opposite chirality, hbar * largest growth rate: 2.7183 meV
Scan: D/J, hbar*omega0/(S J), local exponent from the row above
  1e-05  0.010194  -
  1e-04  0.032240  0.5000
  1e-03  0.102031  0.5003
  1e-02  0.325151  0.5034
  1e-01  1.104188  0.5310
all assertions hold
```
